# Optical path change of a slightly warmed immersion-water layer: a numerical check

```python
"""
Result under test: a water layer of fixed thickness L whose index has slope
dn/dT changes its optical path by  dW = L * (dn/dT) * mean(dT) / cos(theta)
when warmed by dT; theta is the angle of the plane wave inside the water.
For L = 1 mm, dn/dT = -0.0001 per K, dT = 0.01 K, theta = 0: |dW| = 1 nm.

Independent road: the wave equation is solved through the layer by transfer
matrices (all reflections kept), and dW is read from the transmitted phase.
Lengths are in nm, temperatures in K. The phase convention is exp(+i k z).
"""
import numpy as np

wavelength = 193.0        # vacuum wavelength, nm
base_index = 1.44         # model index of the unheated water
thickness = 1.0e6         # 1 mm in nm
index_slope = -1.0e-4     # per K
warming = 0.01            # K
sin_oblique = 0.8         # sine of the oblique angle in the water
k0 = 2 * np.pi / wavelength


def uniform(u):
    """Uniform warming; u runs from 0 to 1 through the layer."""
    return warming + 0.0 * u


def cooling(u):
    return -warming + 0.0 * u


def parabola(u):
    """Zero at both faces, with its peak in the middle."""
    return 6.0 * warming * u * (1.0 - u)


def path_change_from_wave(profile, sin_angle, polarization,
                          length=thickness, layers=2000):
    """Path change in nm from the phase of the transmitted plane wave."""
    s = base_index * sin_angle                 # conserved across the faces
    u = (np.arange(layers) + 0.5) / layers
    index = base_index + index_slope * profile(u)
    normal = np.sqrt(index**2 - s**2)          # k_z / k0 in each sublayer
    normal_base = np.sqrt(base_index**2 - s**2)
    if polarization == "TE":
        admittance, admittance_base = normal, normal_base
    else:
        admittance = normal / index**2
        admittance_base = normal_base / base_index**2
    # Start from a unit outgoing wave at the exit and step back to the entrance.
    field, flux = 1.0 + 0.0j, 1j * admittance_base
    step = length / layers
    for kz, q in zip(normal[::-1], admittance[::-1]):
        c, sn = np.cos(k0 * kz * step), np.sin(k0 * kz * step)
        field, flux = c * field - sn / q * flux, q * sn * field + c * flux
    incident = 0.5 * (field + flux / (1j * admittance_base))
    # Remove the phase of the unheated layer, leaving the thermal change.
    phase = -np.angle(incident * np.exp(1j * k0 * normal_base * length))
    return phase / k0


# Short formula
index_change = index_slope * warming
dW_axis = thickness * index_change
cos_oblique = np.sqrt(1 - sin_oblique**2)
dW_oblique = dW_axis / cos_oblique

# Wave-equation results
wave_axis = path_change_from_wave(uniform, 0.0, "TE")
wave_cool = path_change_from_wave(cooling, 0.0, "TE")
wave_double = path_change_from_wave(uniform, 0.0, "TE", length=2 * thickness)
wave_parabola = path_change_from_wave(parabola, 0.0, "TE")
wave_te = path_change_from_wave(uniform, sin_oblique, "TE")
wave_tm = path_change_from_wave(uniform, sin_oblique, "TM")

# Neglected second-order terms are of relative size 1e-6; allow 1e-5.
tol = 1e-5
assert abs(wave_axis / dW_axis - 1) < tol
assert abs(abs(wave_axis) - 1.0) < tol         # the claimed 1 nm
assert wave_axis < 0 < wave_cool
assert abs(wave_cool / -dW_axis - 1) < tol
assert abs(wave_double / (2 * dW_axis) - 1) < tol
assert abs(wave_parabola / dW_axis - 1) < tol
assert abs(wave_te / dW_oblique - 1) < tol
assert abs(wave_tm / dW_oblique - 1) < tol

grid = (np.arange(2000) + 0.5) / 2000
print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"base index of the water: {base_index:.2f}")
print(f"layer thickness: {thickness / 1e6:.0f} mm")
print(f"index slope: {index_slope:.4f} per K")
print(f"warming: {warming:.2f} K")
print(f"index change: {index_change:.6f}")
print(f"optical path before warming: {base_index * thickness / 1e6:.2f} mm")
print(f"path change on axis, formula: {dW_axis:.4f} nm")
print(f"path change on axis, wave equation: {wave_axis:.4f} nm")
print(f"path change on axis for cooling, wave equation: {wave_cool:.4f} nm")
print(f"path change for doubled layer, wave equation: {wave_double:.4f} nm")
print(f"phase change on axis: {k0 * dW_axis:.4f} rad")
print(f"path change on axis in waves: {dW_axis / wavelength:.5f}")
print(f"parabolic profile, peak warming: {parabola(0.5):.3f} K")
print(f"parabolic profile, mean warming: {parabola(grid).mean():.4f} K")
print(f"path change, parabolic profile, wave equation: {wave_parabola:.4f} nm")
print(f"oblique wave, sine of angle in water: {sin_oblique:.1f}")
print(f"oblique wave, cosine of angle in water: {cos_oblique:.1f}")
print(f"path change, oblique, formula: {dW_oblique:.4f} nm")
print(f"path change, oblique TE, wave equation: {wave_te:.4f} nm")
print(f"path change, oblique TM, wave equation: {wave_tm:.4f} nm")
print(f"oblique minus axial path change: {dW_oblique - dW_axis:.4f} nm")
print("no test failed")
```

Printed output:

```
vacuum wavelength: 193 nm
base index of the water: 1.44
layer thickness: 1 mm
index slope: -0.0001 per K
warming: 0.01 K
index change: -0.000001
optical path before warming: 1.44 mm
path change on axis, formula: -1.0000 nm
path change on axis, wave equation: -1.0000 nm
path change on axis for cooling, wave equation: 1.0000 nm
path change for doubled layer, wave equation: -2.0000 nm
phase change on axis: -0.0326 rad
path change on axis in waves: -0.00518
parabolic profile, peak warming: 0.015 K
parabolic profile, mean warming: 0.0100 K
path change, parabolic profile, wave equation: -1.0000 nm
oblique wave, sine of angle in water: 0.8
oblique wave, cosine of angle in water: 0.6
path change, oblique, formula: -1.6667 nm
path change, oblique TE, wave equation: -1.6667 nm
path change, oblique TM, wave equation: -1.6667 nm
oblique minus axial path change: -0.6667 nm
no test failed
```
